# The third-order Kohn–Sham energy from first-order orbitals, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry fixes

Let a closed-shell Kohn–Sham system depend on a parameter \(\lambda\), such as a nuclear charge or a bond length, and expand every quantity as \(X(\lambda)=\sum_k\lambda^kX^{(k)}\), so that \(E^{(3)}=\tfrac16\,d^3E/d\lambda^3\). Hartree atomic units are used. There are \(N\) doubly occupied orbitals \(\psi_\alpha\), the electron number is fixed, and labels \(o\) and \(v\) denote the occupied and empty subspaces at \(\lambda=0\).

Suppose that \(E^{(3)}\), for an external potential linear in \(\lambda\), is a polynomial in zeroth- and first-order objects: the Hamiltonian \(H^{(0)}\), its self-consistent change \(H^{(1)}\), the matrix \(U_{a\alpha}=\langle\psi_a^{(0)}|\psi_\alpha^{(1)}\rangle\) that mixes empty states \(a\) into occupied ones, the density change \(n^{(1)}\), and the third functional derivative of the exchange-correlation energy at \(n^{(0)}\), which the other objects do not determine. Six requirements restrict it.

Rescaling \(\lambda\) shows that each term has three first-order factors. The product \(\lambda U\) is dimensionless, so each term of \(\lambda^3E^{(3)}\) contains exactly one energy. A trace must return to the subspace it started in; \(U\) maps \(o\to v\), and \(H^{(0)}\) has no \(ov\) block, so three factors of \(U\) with \(H^{(0)}\), or two with \(H^{(1)}_{ov}\), cannot close. Additivity over separated fragments excludes products of traces. What remains is
\[
E^{(3)}=a\,\mathrm{tr}\,U^\dagger H^{(1)}_{vv}U+b\,\mathrm{tr}\,H^{(1)}_{oo}U^\dagger U+c\iiint\frac{\delta^3E_{xc}}{\delta n\,\delta n\,\delta n}\,n^{(1)}n^{(1)}n^{(1)} .
\]
The energy does not depend on which orthonormal basis spans the occupied space, so the second term must be a full trace: the sum of diagonal products \(\sum_\alpha H^{(1)}_{\alpha\alpha}(U^\dagger U)_{\alpha\alpha}\) changes under a unitary mixing of the \(\psi_\alpha^{(0)}\). Finally, adding a constant \(\lambda s\) to the potential changes the energy by \(2Ns\lambda\) and leaves \(U\) and \(E^{(3)}\) alone, while both traces gain \(s\,\mathrm{tr}\,U^\dagger U\). Hence \(b=-a\). The argument assumes that second-order orbitals drop out and that the bare and induced potentials enter only through their sum \(H^{(1)}\). Both derivations below prove this and give \(a=2\), \(c=1/6\).

The general result, which allows a nonlinear potential \(v(\lambda)\) and an explicit \(\lambda\) in the Hartree and exchange-correlation energy \(E_{Hxc}[n;\lambda]\), is
\[
\begin{aligned}
E^{(3)}={}&2\sum_\alpha\langle\psi_\alpha^{(1)}|H^{(1)}|\psi_\alpha^{(1)}\rangle-2\sum_{\alpha\beta}\Lambda^{(1)}_{\beta\alpha}\langle\psi_\alpha^{(1)}|\psi_\beta^{(1)}\rangle+\frac16\iiint G\,n^{(1)}n^{(1)}n^{(1)}\\
&+\int v^{(2)}n^{(1)}+\int v^{(3)}n^{(0)}+E_{nn}^{(3)}\\
&+\frac12\iint K^{[1]}n^{(1)}n^{(1)}+\int v_{Hxc}^{[2]}n^{(1)}+E_{Hxc}^{[3]} .
\end{aligned}\tag{1}
\]
Here \(v_{Hxc}\), \(K\) and \(G\) are the first, second and third functional derivatives of \(E_{Hxc}\) at \(n^{(0)}\), the superscript \([k]\) means \(\frac1{k!}\partial^k/\partial\lambda^k\) at frozen density, \(E_{nn}\) is the nuclear repulsion, and \(H^{(1)}=v^{(1)}+v_{Hxc}^{[1]}+\int Kn^{(1)}\). In the first line the multiplier matrix \(\Lambda^{(1)}\), defined below, is kept in full, off-diagonal elements included.

## First derivation: a stationary Lagrangian

With \(n=2\sum_\alpha|\psi_\alpha|^2\) and a Hermitian matrix of multipliers \(\Lambda\), define
\[
\mathcal F[\psi,\Lambda;\lambda]=2\sum_\alpha\langle\psi_\alpha|T+v(\lambda)|\psi_\alpha\rangle+E_{Hxc}[n;\lambda]+E_{nn}(\lambda)-2\sum_{\alpha\beta}\Lambda_{\beta\alpha}\big(\langle\psi_\alpha|\psi_\beta\rangle-\delta_{\alpha\beta}\big),
\]
where \(\psi\) and \(\Lambda\) are varied without constraint. Varying \(\langle\psi_\alpha|\) gives \(2H\psi_\alpha-2\sum_\beta\psi_\beta\Lambda_{\beta\alpha}\) with \(H=T+v+v_{Hxc}\), the factor 2 on \(v_{Hxc}\) coming from the 2 in \(n\). Varying \(\Lambda\) gives the overlap error. The stationary point therefore obeys
\[
H\psi_\alpha=\sum_\beta\psi_\beta\Lambda_{\beta\alpha},\qquad\langle\psi_\alpha|\psi_\beta\rangle=\delta_{\alpha\beta},\tag{2}
\]
and there \(\mathcal F=E(\lambda)\), because the constraint term vanishes.

**The order of the error.** Write \(x=(\psi,\Lambda)\) and let \(x(\lambda)\) be a twice differentiable branch of solutions of (2). Taylor's theorem about \(x(\lambda)\), at the same \(\lambda\), gives
\[
\mathcal F[x+\delta]=E(\lambda)+\mathcal F'[\delta]+\tfrac12\mathcal F''[\delta,\delta]+\dots,\qquad \mathcal F'=0 .
\]
The trial point \(x^{(0)}+\lambda x^{(1)}\) has \(\delta=-\lambda^2x^{(2)}+\dots\), so its value differs from \(E(\lambda)\) by \(O(\lambda^4)\) provided \(\mathcal F''\) is bounded on \(\delta\). Its \(\lambda^3\) coefficient equals \(E^{(3)}\). This is the \(2n+1\) theorem for \(n=1\). Any addition \(\lambda^2\chi\) to the orbitals or multipliers keeps \(\delta=O(\lambda^2)\) and cannot alter that coefficient. \(\mathcal F\) is linear in \(\Lambda\) and its mixed second variation in \((\psi,\Lambda)\) is nonzero, so the point is a saddle and the trial value is not a bound. For one orbital in two levels at 0 and 1 coupled by \(\lambda w\), without interaction, the trial value \(-2\lambda^2w^2\) lies below \(E=1-\sqrt{1+4\lambda^2w^2}=-2\lambda^2w^2+2\lambda^4w^4-\dots\), while in the N\(_2\) example it lies above.

**First-order quantities.** Take \(\Lambda^{(0)}=\varepsilon\) diagonal and split \(\psi_\alpha^{(1)}=\sum_\beta\psi^{(0)}_\beta A_{\beta\alpha}+\sum_a\psi_a^{(0)}U_{a\alpha}\). Orthonormality at first order reads \(A_{\alpha\beta}+A^*_{\beta\alpha}=0\), so \(A^\dagger=-A\). The first order of (2) is
\[
H^{(1)}\psi_\alpha^{(0)}+H^{(0)}\psi_\alpha^{(1)}=\varepsilon_\alpha\psi_\alpha^{(1)}+\sum_\beta\psi_\beta^{(0)}\Lambda^{(1)}_{\beta\alpha}.
\]
Projection on an empty state \(a\) and on an occupied state \(\beta\) gives
\[
(\varepsilon_a-\varepsilon_\alpha)U_{a\alpha}=-H^{(1)}_{a\alpha},\qquad \Lambda^{(1)}_{\beta\alpha}=H^{(1)}_{\beta\alpha}+(\varepsilon_\beta-\varepsilon_\alpha)A_{\beta\alpha}.\tag{3}
\]
The first is the Sternheimer equation. The second shows that \(\Lambda^{(1)}_{\beta\alpha}=\langle\psi_\beta^{(0)}|H^{(1)}|\psi_\alpha^{(0)}\rangle\) holds in the parallel gauge \(A=0\) and fails for a general \(A\). Every anti-Hermitian \(A\) belongs to an exact branch: if \(\psi,\Lambda\) solve (2), so do \(\psi e^{\lambda A}\) and \(e^{-\lambda A}\Lambda e^{\lambda A}\), whose first-order multiplier gains \([\varepsilon,A]\), as in (3).

The density change is \(n^{(1)}=2\sum_\alpha(\psi_\alpha^{(0)*}\psi_\alpha^{(1)}+\text{c.c.})\). Its \(A\) part is \(2\sum_{\alpha\beta}\psi_\alpha^{(0)*}\psi_\beta^{(0)}(A_{\beta\alpha}+A^*_{\alpha\beta})=0\) after relabelling the conjugate term, so \(n^{(1)}\) and \(H^{(1)}\) are gauge independent. For real orbitals \(n^{(1)}=4\sum_{b\beta}U_{b\beta}\psi_b\psi_\beta\), and (3) becomes the linear system
\[
\sum_{b\beta}\big[(\varepsilon_a-\varepsilon_\alpha)\delta_{ab}\delta_{\alpha\beta}+4(a\alpha|K|b\beta)\big]U_{b\beta}=-\big(v^{(1)}+v_{Hxc}^{[1]}\big)_{a\alpha}.
\]
The matrix in brackets is one quarter of the orbital Hessian, the second derivative of the energy with respect to real occupied–empty rotations \(U\): to second order such a rotation changes the energy by \(2\sum(\varepsilon_a-\varepsilon_\alpha)U_{a\alpha}^2+\frac12\iint Kn^{(1)}n^{(1)}\), which is twice the quadratic form of the bracket. When it is invertible, the implicit function theorem supplies the smooth branch assumed above.

**The cubic coefficient.** At the trial point the density is exactly \(n^{(0)}+\Delta\) with \(\Delta=\lambda n^{(1)}+\lambda^2\tilde n\) and \(\tilde n=2\sum_\alpha|\psi_\alpha^{(1)}|^2\). The overlap error is exactly \(\lambda^2\langle\psi_\alpha^{(1)}|\psi_\beta^{(1)}\rangle\), since its linear part is \(A+A^\dagger=0\).

In the one-body term the orbital product has orders 0, 1, 2 and must be paired with operator orders 3, 2, 1. The kinetic energy has order 0 and does not contribute:
\[
\int v^{(3)}n^{(0)}+\int v^{(2)}n^{(1)}+\int v^{(1)}\tilde n .
\]
The functional has the double series
\[
E_{Hxc}[n^{(0)}+\Delta;\lambda]=\sum_k\lambda^k\Big\{E^{[k]}_{Hxc}+\int v_{Hxc}^{[k]}\Delta+\frac12\iint K^{[k]}\Delta\Delta+\frac16\iiint G^{[k]}\Delta\Delta\Delta+\dots\Big\}.
\]
For \(k=0\) the linear term stops at \(\lambda^2\); the quadratic term has two equal cross products, because \(K\) is symmetric, giving \(\iint Kn^{(1)}\tilde n\); the cubic term gives \(\frac16\iiint Gn^{(1)}n^{(1)}n^{(1)}\). For \(k=1\) the braces are needed at \(\lambda^2\): \(\int v_{Hxc}^{[1]}\tilde n+\frac12\iint K^{[1]}n^{(1)}n^{(1)}\). For \(k=2\) and \(3\) one finds \(\int v_{Hxc}^{[2]}n^{(1)}\) and \(E_{Hxc}^{[3]}\). The three terms with \(\tilde n\) combine:
\[
\int\Big(v^{(1)}+v_{Hxc}^{[1]}+\int Kn^{(1)}\Big)\tilde n=2\sum_\alpha\langle\psi_\alpha^{(1)}|H^{(1)}|\psi_\alpha^{(1)}\rangle .
\]
The constraint term is \(-2\sum(\Lambda^{(0)}+\lambda\Lambda^{(1)})_{\beta\alpha}\,\lambda^2\langle\psi_\alpha^{(1)}|\psi_\beta^{(1)}\rangle\), whose cubic part is the second term of (1). With \(E_{nn}^{(3)}\) the collection is (1). If the multiplier is frozen at \(\Lambda^{(0)}\), that term is lost and the trial value is wrong at \(\lambda^3\) by minus the multiplier term. Physically, the trial orbitals are too long and not orthogonal at order \(\lambda^2\), and the multiplier term removes the charge that \(\tilde n\) has added without depleting the occupied space.

**The third functional derivative.** The Hartree energy is quadratic in \(n\), so \(G\) is purely exchange-correlation. In the local density approximation, \(E_{xc}=\int e_{xc}(n)\), it is local and the term is \(\frac16\int g_{xc}(n^{(0)})(n^{(1)})^3\) with \(g_{xc}=d^3e_{xc}/dn^3\). For Slater exchange, \(e_x=-\frac34(3/\pi)^{1/3}n^{4/3}\), three derivatives bring down \(\frac43\cdot\frac13\cdot(-\frac23)\) and \(g_x=+\frac29(3/\pi)^{1/3}n^{-5/3}\). This diverges in the tail, but the integrand is proportional to \(n^{4/3}(n^{(1)}/n^{(0)})^3\) and converges whenever \(n^{(1)}/n^{(0)}\) grows no faster than a power of distance. A functional whose \(d^2e_{xc}/dn^2\) jumps at a density crossed by the system is outside the derivation: \(g_{xc}\) then contains a delta function in \(n\), which adds an integral over the surface where that density is reached.

**Gauge independence, checked directly.** Put \(S=U^\dagger U\) and \(h=H^{(1)}_{oo}\). Half of the first two terms of (1) is
\[
\mathrm{tr}\,A^\dagger hA+\mathrm{tr}\,A^\dagger H^{(1)}_{ov}U+\mathrm{tr}\,U^\dagger H^{(1)}_{vo}A+\mathrm{tr}\,U^\dagger H^{(1)}_{vv}U-\mathrm{tr}\,(h+[\varepsilon,A])(A^\dagger A+S).
\]
With \(A^\dagger=-A\) and cyclicity, \(\mathrm{tr}\,A^\dagger hA=-\mathrm{tr}\,hA^2=\mathrm{tr}\,hA^\dagger A\), so these cancel, and \(\mathrm{tr}\,[\varepsilon,A]A^2=\mathrm{tr}\,\varepsilon A^3-\mathrm{tr}\,\varepsilon A^3=0\). The Sternheimer equation reads \(H^{(1)}_{vo}=U\varepsilon-H^{(0)}_{vv}U\). With the Hermitian matrix \(Y=U^\dagger H^{(0)}_{vv}U\) this gives \(U^\dagger H^{(1)}_{vo}=S\varepsilon-Y\) and \(H^{(1)}_{ov}U=\varepsilon S-Y\). The two cross terms are \(-\mathrm{tr}\,A(\varepsilon S-Y)+\mathrm{tr}\,(S\varepsilon-Y)A=\mathrm{tr}\,[\varepsilon,A]S\), which cancels the last remaining piece \(-\mathrm{tr}\,[\varepsilon,A]S\). What survives is \(\mathrm{tr}\,U^\dagger H^{(1)}_{vv}U-\mathrm{tr}\,hS\), the form found by symmetry. Using \(h\) as multiplier when \(A\ne0\) leaves an error \(2\,\mathrm{tr}\,[\varepsilon,A]S\).

In the diagonal gauge the orbitals stay eigenstates, \(\Lambda^{(1)}\) is diagonal, and (3) forces \(A_{\beta\alpha}=H^{(1)}_{\beta\alpha}/(\varepsilon_\alpha-\varepsilon_\beta)\) for \(\beta\neq\alpha\); degenerate orbitals must first be chosen to diagonalize \(H^{(1)}\). In a general gauge the off-diagonal multipliers contribute; in this one they vanish, and the first two terms reduce to \(2\sum_\alpha\langle\psi_\alpha^{(1)}|H^{(1)}-\varepsilon_\alpha^{(1)}|\psi_\alpha^{(1)}\rangle\).

The stationary Lagrangian has given (1) in any gauge, provided the multiplier matrix \(\Lambda^{(1)}\) is kept in full and taken from (3). It remains to derive the same result from the exact projector, to compare what the two derivations assume, and to test the formula numerically on N\(_2\).
